\section*{Single-centre photoionization of H2+ and its slow partial-wave convergence}

\section{The error that dimensions and parity allow}

The algebra uses atomic units, $\hbar=m_e=e=1$. Two fixed protons lie at $z=\pm a$, so $R=2a$, and the electron is expanded in spherical harmonics about the midpoint. Retaining $l\le\ell$ resolves angles of order $1/\ell$. At the protons, where $r=a$, this is a length $s\sim a/\ell$.

Close to a proton, at distance $r_A$, write $\psi\simeq\psi(A)(1-\kappa r_A)$. Since $\nabla^2r_A=2/r_A$, the kinetic term gives $+\kappa\psi(A)/r_A$. It must cancel $-\psi(A)/r_A$ from the attraction, so $\kappa=1$: the wave function has a cusp. An expansion that cannot see below $s$ misses a gradient of order $\psi(A)$ in a volume $s^3$. The energy error therefore has the form
\begin{equation}
 \delta E\sim |\psi(A)|^2\,\frac{a^3}{\ell^3}.
\end{equation}
A $\pi$ wave vanishes linearly at the proton. Its missing gradient is smaller by one power of $s$, and its error scales as $\ell^{-5}$.

Parity fixes the rest of the structure. The initial state $1s\sigma_g$ contains even $l$. The dipole operator is odd, so the final states are $\sigma_u$ and $\pi_u$, with odd $l$. Let $L$ be odd, and keep $l\le L$ in the final state and $l\le L-1$ in the initial state.

\section{The observable}

A field $F\cos\omega t$ couples through $F\cos(\omega t)\,\boldsymbol\epsilon\cdot\mathbf r$. For final states normalized per unit energy, the golden rule gives the rate $2\pi|FD/2|^2=\pi F^2|D|^2/2$. The photon flux is $F^2/(8\pi\alpha\omega)$, with $\alpha$ the fine-structure constant. Their ratio is $4\pi^2\alpha\omega|D|^2$. Averaging over molecular orientation gives a factor $1/3$ for each Cartesian component, and $x$ and $y$ contribute equally:
\begin{equation}
 \sigma=\frac{4\pi^2\alpha\omega}{3}
 \Big(\sum|D_z|^2+2\sum|D_x|^2\Big),\qquad \omega=E-E_0 .
\end{equation}
Here $E=k^2/2$ is the photoelectron energy and $E_0$ the initial electronic energy. The model is nonrelativistic and uses the dipole approximation; vibration, rotation and recoil are left out.

\section{The naive scheme}

Put $\psi=\sum_l r^{-1}u_l(r)Y_{lm}$. The multipole series of the two attractions cancel for odd order $\lambda$ and add for even order. With $C^\lambda_{ll'}=\langle Y_{lm}|P_\lambda|Y_{l'm}\rangle$,
\begin{equation}
 \Big[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-E\Big]u_l
 -2\sum_{l'}\sum_{\lambda\,\rm even}
 \frac{r_<^\lambda}{r_>^{\lambda+1}}C^\lambda_{ll'}u_{l'}=0,
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r$ and $a$. Polynomial finite elements with a boundary at $r=a$ handle the radial kink there. They do not cure the angular truncation.

For the continuum, multiply by a basis function and integrate the second derivative by parts up to a radius $r_0$ beyond the bound state. Moved to the right-hand side, the surface term is $+\frac12\phi(r_0)u_l'(r_0)$. Setting one channel derivative to one and the others to zero, for each channel in turn, gives a matrix $U$ of independent solutions.

Outside $r_0$ an outgoing solution is $e^{ikr}\sum_n r^{iq-n}v_n$. The terms of relative order $1/r$ have the factor $2ik(iq-n)+4$. For $n=0$ it vanishes if $q=2/k$, and it is then $-2ikn$ in general. Collecting the next powers gives
\begin{equation}
 2ikn\,v_n=\big[t(t-1)-l(l+1)\big]v_{n-1}
 +4\sum_{\lambda=2,4,\ldots}^{n}a^\lambda C^\lambda v_{n-\lambda},
 \quad t=iq-n+1 .
\end{equation}
Matching values and slopes at $r_0$ yields $U\to{\rm Im}(e^{i\theta}C)$, with $\theta=kr+q\ln r$. Multiplying from the right by $(C^*)^{-1}$ gives
\begin{equation}
 U(C^*)^{-1}\to\frac{e^{i\theta}S-e^{-i\theta}}{2i},
 \qquad S=C(C^*)^{-1}.
\end{equation}
$S$ is unitary and symmetric, so $S=Oe^{2i\Delta}O^T$ with $O$ real and orthogonal. The right side becomes $O\sin(\theta+\Delta)\,e^{i\Delta}O^T$: standing waves times a unitary matrix, which leaves $\sum|D|^2$ unchanged. Because $\int_0^\infty\sin kr\sin k'r\,dr$ contains $(\pi/2)\delta(k-k')=(\pi k/2)\delta(E-E')$, energy normalization requires the factor $\sqrt{2/(\pi k)}$.

\section{What the cutoff removes}

Let $Q$ denote the removed partial waves. Eliminating them from the full equation would give the retained waves an extra energy $-\langle f|(H_{QQ}-E)^{-1}|f\rangle$, where $f$ is the potential acting on the retained wave, projected on $Q$. Truncation discards this lowering.

Near a proton the retained wave is $\psi(A)$ to leading order. The attraction of the upper proton has the expansion $-\sum_l(r_<^l/r_>^{l+1})P_l$, with $P_l=\sqrt{4\pi/(2l+1)}\,Y_{l0}$. The lower proton contributes the same amount for every $l$ allowed by parity, because the sign $(-1)^l$ of its multipole equals that of $\psi(-A)/\psi(A)$. With $x=l(r-a)/a$ and large $l$,
\begin{equation}
 f_l\simeq-F e^{-|x|},\qquad
 F=\frac{2\psi(A)}a\sqrt{\frac{2\pi}{l}} .
\end{equation}
In this layer the kinetic operator is $(l^2/2a^2)(1-d^2/dx^2)$. Coulomb couplings at distance $a/l$ are of order $l/a$, smaller by one power of $l$, and $E$ is smaller still. The response therefore needs the solution of $(1-d^2/dx^2)g=e^{-|x|}$, which is
\begin{equation}
 g=\tfrac12(1+|x|)e^{-|x|}.
\end{equation}
For $x>0$, $g''=-\frac12(1-x)e^{-x}$, so $g-g''=e^{-x}$; the slope is continuous at $x=0$. The volume element is $r^2dr\simeq a^3dx/l$, and
\begin{equation}
 \int e^{-|x|}g\,dx=\tfrac12\Big(1+\tfrac12\Big)=\tfrac34 .
\end{equation}
The energy discarded with one partial wave is
\begin{equation}
 \varepsilon_l=F^2\,\frac{2a^2}{l^2}\,\frac{a^3}{l}\,\frac34
 =\frac{8\pi|\psi(A)|^2}{la^2}\,\frac{3a^5}{2l^3}
 =\frac{12\pi a^3|\psi(A)|^2}{l^4}.
\end{equation}
Since $l(l+1)=(l+\frac12)^2-\frac14$, use $l+\frac12$ in place of $l$; this does not alter the leading order. The omitted values start at $\ell+2$ and advance by two, so the sum is half an integral starting at $\ell+\frac32$:
\begin{equation}
 E_\ell-E_0\simeq\frac{2\pi a^3|\psi_0(A)|^2}{(\ell+3/2)^3}.
 \label{energy}
\end{equation}

The continuum loses attraction in the same way. To turn this into a phase, enclose the system in a large sphere with level density $\varrho$. A normalized box state is $\psi_E/\sqrt\varrho$, so a weak perturbation $W$ shifts a level by $\delta E=\langle\psi_E|W|\psi_E\rangle/\varrho$. The total phase at the wall must stay fixed, and its energy derivative is $\pi\varrho$. Hence $\delta\Delta=-\pi\varrho\,\delta E=-\pi\langle\psi_E|W|\psi_E\rangle$, and for the lowest $\sigma_u$ eigenchannel
\begin{equation}
 \Delta_\ell-\Delta\simeq
 -\frac{2\pi^2a^3|\psi_E(A)|^2}{(\ell+3/2)^3}.
 \label{phase}
\end{equation}
For $\pi_u$ the source carries an extra factor $\rho\sim a/l$, where $\rho$ is the distance from the axis. The increments then fall as $l^{-6}$ and their tail as $\ell^{-5}$.

These are leading laws for $\ell\gg1$, with $a/\ell$ small against both the bohr radius and $1/k$. At larger separation the energy law sets in at larger $\ell$. The first correction is of relative order $a/\ell$; the wave number enters only at order $\ell^{-2}$. As $a\to0$ their coefficients vanish, as they should: the united atom has one centre.

\section{Coordinates that remove the cusp}

The reference calculation should represent the cusp instead of resolving it. Take
\begin{equation}
 \xi=\frac{r_1+r_2}{2a},\qquad \eta=\frac{r_2-r_1}{2a},\qquad
 r_1=a(\xi-\eta),\quad r_2=a(\xi+\eta),
\end{equation}
with $r_1$ measured from the proton at $+a$. The cusp is now linear in the coordinates. From $z=a\xi\eta$ and $\rho=a\sqrt{(\xi^2-1)(1-\eta^2)}$, the squared scale factors are $a^2(\xi^2-\eta^2)/(\xi^2-1)$ for $\xi$, $a^2(\xi^2-\eta^2)/(1-\eta^2)$ for $\eta$ and $\rho^2$ for $\varphi$. The volume element is $a^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$. The attraction is $-2\xi/[a(\xi^2-\eta^2)]$. Multiplying the Schr\"odinger equation by $2a^2(\xi^2-\eta^2)$ separates it. With $c^2=2a^2E$ and $\psi=XS\Phi$,
\begin{align}
 \Big[\frac d{d\xi}(\xi^2-1)\frac d{d\xi}
 -\frac{m^2}{\xi^2-1}+4a\xi+c^2\xi^2-A\Big]X&=0,\\
 \Big[-\frac d{d\eta}(1-\eta^2)\frac d{d\eta}
 +\frac{m^2}{1-\eta^2}+c^2\eta^2\Big]S&=AS .
\end{align}

For the bound state, Laguerre functions give the largest radial $A$ and Legendre functions the smallest angular $A$. Their energy derivatives are $2a^2\langle\xi^2\rangle$ and $2a^2\langle\eta^2\rangle$. Since $\xi^2\ge1\ge\eta^2$, the difference of the two values increases with $E$, and its single root is $E_0$.

For the continuum, set $X=(\xi^2-1)^{m/2}Y$, which removes the singular term:
\begin{equation}
 (\xi^2-1)Y''+2(m+1)\xi Y'
 +[4a\xi+c^2\xi^2-A+m(m+1)]Y=0 .
\end{equation}
Insert $Y=\sum_n b_n(\xi-1)^n$ and write $B=4a+c^2-A+m(m+1)$. Equating powers gives the regular solution,
\begin{align}
 2(n+1)(n+m+1)b_{n+1}={}&-[n(n-1)+2(m+1)n+B]b_n\nonumber\\
 &-(4a+2c^2)b_{n-1}-c^2b_{n-2},
\end{align}
with $b_0=1$ and coefficients of negative index zero. A Runge--Kutta integration carries it outward. At large $\xi$ it is matched to $e^{ic\xi}\xi^{\tau}\sum_n a_n\xi^{-n}$. The leading condition $2ic\tau+2ic(m+1)+4a=0$ gives $\tau=-m-1+iq$, because $c=ka$; lower powers fix the $a_n$ recursively.

If the matched amplitude is $C_\xi$, then $X\to|C_\xi|\sin(c\xi+q\ln\xi+\arg C_\xi)/\xi$. Since $r\to a\xi$, multiplication by $\sqrt{2/(\pi k)}/(a|C_\xi|)$ gives energy normalization, and $\Delta=\arg C_\xi-q\ln a$. With $S$ normalized to one on $[-1,1]$ and $X_0S_0$ the bound state,
\begin{equation}
 D_z=a^4\!\int\!\!\int(\xi^2-\eta^2)\,\xi\eta\,X_0S_0XS\,d\xi\,d\eta .
\end{equation}
For $D_x$, replace $\xi\eta$ by $\sqrt{(\xi^2-1)(1-\eta^2)}$ and divide by $\sqrt2$, from the azimuthal integral of $\cos^2\varphi/(\sqrt{2\pi}\sqrt\pi)$. The five lowest angular states of each symmetry are summed. The separation is exact for the model; its solution is numerical.

\section{The repaired single-centre scheme}

The discarded interaction is concentrated at the protons. To first order it changes both wave functions, and hence the dipole, by terms of order $L^{-3}$. The product of the two missing tails is smaller: each has amplitude of order $l^{-5/2}$ in a layer of width $1/l$, so their overlap is of order $l^{-6}$ per wave and $L^{-5}$ in total. The $\pi_u$ contribution also generally keeps an $L^{-3}$ error, inherited from the initial state.

At fixed $E$, with each truncated calculation using its own initial energy in $\omega$, this suggests
\begin{equation}
 \sigma_L=\sigma+\frac{\alpha_3}{(L+1)^3}
 +\frac{\alpha_4}{(L+1)^4}+\cdots .
 \label{extrapolation}
\end{equation}
The scale $L+1$ lies midway between the initial-state scale $L+\frac12$ and the final-state scale $L+\frac32$; replacing one by another changes the next order. Three cutoffs determine $\sigma$, $\alpha_3$ and $\alpha_4$ without the spheroidal answer.

\section{A 20 eV photoelectron}

Take $R=1.06$ \AA. The spheroidal calculation gives $E_0=-29.983$ eV, so the photon energy is $20+29.983=49.983$ eV. The parallel part of the cross section is $0.000162$ \AA$^2$ and the perpendicular part $0.001620$ \AA$^2$. Their sum is $0.001782$ \AA$^2$, or $0.1782$ Mb, of which the perpendicular part is 91\%. These are fixed-$R$ values. Over the zero-point range of the molecule, $R=0.94$ to $1.18$ \AA, the total runs from $0.1875$ to $0.1768$ Mb and the parallel share from 4\% to 16\%, so a comparison with experiment needs a vibrational average. The truncated results are as follows, with cross-section errors relative to the spheroidal value.

\begin{center}
\begin{tabular}{rccc}
$L$ & $E_{L-1}-E_0$ (eV) & $\sigma_L$ (\AA$^2$) & relative error\\
3 & 0.51695 & 0.00167474 & $-6.03\times10^{-2}$\\
7 & 0.07280 & 0.00176074 & $-1.20\times10^{-2}$\\
15 & 0.00908 & 0.00177932 & $-1.58\times10^{-3}$\\
23 & 0.00267 & 0.00178129 & $-4.71\times10^{-4}$\\
31 & 0.00112 & 0.00178178 & $-1.99\times10^{-4}$
\end{tabular}
\end{center}

At $L=31$ the energy error is 0.973 of the value in (\ref{energy}). A quadratic extrapolation of this ratio in $1/(\ell+3/2)$, through the last three cutoffs, gives 1.000. The two cusp laws can also be compared with each other. The density at a proton is $1.4129$ \AA$^{-3}$ for the bound state and $0.04562$ \AA$^{-3}$\,eV$^{-1}$ for the lowest $\sigma_u$ channel. Dividing (\ref{phase}) by (\ref{energy}) and inserting the computed energy error predicts
\begin{equation}
 \delta\Delta\simeq-\pi\,\frac{0.04562}{1.4129}
 \Big(\frac{31.5}{32.5}\Big)^3(0.00112)
 \simeq-1.03\times10^{-4}\ {\rm rad}.
\end{equation}
The coupled equations give $-1.04\times10^{-4}$ rad. The $\pi_u$ phase error at the same cutoff is $-7.5\times10^{-8}$ rad. Between $L=7$ and 15 it falls with power 5.02 of $L+\frac32$, as expected for a wave that vanishes at the protons.

The energy error also lowers $\omega$ at $L=31$, by the fraction $0.00112/49.983=2.2\times10^{-5}$. That is about one ninth of the cross-section error; the rest comes from the dipoles.

From $L=23$ to 31 the cross-section error falls with power 2.99 of $L+1$. Keeping the cubic term alone, these two cutoffs have $(24/32)^3=0.4219$ and give
\begin{equation}
 \sigma\simeq\frac{0.00178178-0.4219(0.00178129)}{1-0.4219}
 =0.001782\ \text{\AA}^2 .
\end{equation}
The three-cutoff form (\ref{extrapolation}), with $L=15$, 23 and 31, differs from the spheroidal result by between $5$ and $6\times10^{-7}$ relative to it. The radial discretization moves this figure by about $2\times10^{-8}$, and the scales $L+\frac12$ or $L+\frac32$ in place of $L+1$ give about $2\times10^{-7}$ and $5\times10^{-7}$. Without extrapolation, the fitted cubic term puts a relative error of $10^{-6}$ near $L=187$.

Softening the protons isolates the role of the cusp. Replace each $1/r_i$ by $1/\sqrt{r_i^2+b^2}$, with $b=0.20$ \AA. At $r=a$ the singularity in $\cos\theta$ moves from 1 to $1+b^2/(2a^2)$, outside the physical interval, so the Legendre coefficients fall geometrically. Let $E_\ell$ be the initial energy with highest partial wave $\ell$. The ratio $(E_6-E_{14})/(E_{14}-E_{30})$ is 8.0 for point protons and more than 3000 for softened ones.

The cutoff error also depends on the photoelectron energy. At fixed $L=11$ its magnitude, relative to the spheroidal cross section, is 0.27\% at 10 eV, 0.37\% at 20 eV, 0.52\% at 40 eV and 0.76\% at 80 eV. Over the same range the total falls from $0.003617$ to $0.000193$ \AA$^2$, while the parallel share rises from 4\% to 38\%.
